# Choosing a natural-orbital threshold for direct RPA correlation energies

## The decision

Suppose a direct random-phase calculation is too expensive with every virtual orbital. A truncation option asks for an occupation threshold $\tau$: natural orbitals occupied less than $\tau$ are discarded, and a second-order correction stands in for what they contributed. The user must decide how small $\tau$ should be, and whether truncation saves anything with the algorithm in use. For water in the example below, $\tau=10^{-4}$ keeps 42 of 53 virtual orbitals and leaves an error of $-0.14$ mHa. At $\tau=10^{-3}$, 21 orbitals remain and the error is $-4.8$ mHa. These numbers are for cc-pVTZ; in cc-pVQZ, $\tau=10^{-4}$ keeps 51 of 110 virtuals and the error is $-0.48$ mHa.

Errors here are relative to direct RPA with all virtuals in the same basis. They do not include the basis-set error or the error of direct RPA itself.

## The two energies

Take a closed shell with real orbitals, a fixed Kohn–Sham reference and positive gaps, in Hartree atomic units. Let $i,j$ be occupied and $a,b,c$ virtual. Define matrices on the pairs $ia$:

$$K_{ia,jb}=(ia|jb),\qquad h_{ia,jb}=\delta_{ij}(F_{ab}-\varepsilon_i\delta_{ab}),$$

where $F$ is the virtual block of the Kohn–Sham matrix. $K$ has no negative eigenvalue, because $c^TKc$ is twice the Coulomb self-energy of a real charge distribution. The eigenvalues $d_p$ of $h$ are the orbital gaps.

Each spatial pair occurs with two spins, coupled by $K$ times a $2\times2$ matrix of ones. Its eigenvalues are 2 and 0, so only the spin-symmetric combination correlates, with coupling $2K$. Direct RPA treats these excitations as bosons:

$$H=\sum_{pq}(h+2K)_{pq}b_p^\dagger b_q+\tfrac12\sum_{pq}2K_{pq}(b_p^\dagger b_q^\dagger+b_pb_q).$$

Insert $b_p=(x_p+iy_p)/\sqrt2$, with $[x_p,y_q]=i\delta_{pq}$. The first sum becomes $\frac12x^T(h+2K)x+\frac12y^T(h+2K)y-\frac12\mathrm{Tr}(h+2K)$, and the second becomes $x^TKx-y^TKy$. Together,

$$H=\tfrac12y^Thy+\tfrac12x^T(h+4K)x-\tfrac12\mathrm{Tr}(h+2K).$$

The canonical change $y=h^{-1/2}y'$, $x=h^{1/2}x'$ gives oscillators whose squared frequencies are the eigenvalues of $M=h^{1/2}(h+4K)h^{1/2}$. The zero-point energy is therefore

$$E_{\rm RPA}=\tfrac12\mathrm{Tr}(M^{1/2}-h-2K).$$

Now expand in $K$, with $h$ diagonal. The pairing term acting on the vacuum gives $\sum_{pq}K_{pq}b_p^\dagger b_q^\dagger|0\rangle$. Two contractions contribute to its norm, so

$$E_2=-2\sum_{pq}\frac{K_{pq}^2}{d_p+d_q}.$$

This is direct second order, without second-order exchange.

## Which occupations are being thresholded

The same $E_2$ is the minimum over symmetric $t$ of

$$J[t]=4\,\mathrm{Tr}(tK)+4\,\mathrm{Tr}(tht).$$

Setting its variation to zero gives $ht+th=-K$, or $t_{pq}=-K_{pq}/(d_p+d_q)$ when $h$ is diagonal. Then $\mathrm{Tr}(tht)=\frac12\mathrm{Tr}[t(ht+th)]=-\frac12\mathrm{Tr}(tK)$, so $J=2\mathrm{Tr}(tK)=E_2$. For any other amplitude $t+\delta$, the linear terms cancel by the stationary equation:

$$J[t+\delta]-J[t]=4\,\mathrm{Tr}(\delta h\delta)\ge0. \qquad (1)$$

Define the density as the response of $E_2$ to the virtual Fock block. Because $J$ is stationary in $t$, only the explicit $F$ in $h$ needs differentiating:

$$D_{ab}=\frac{\partial E_2}{\partial F_{ab}}=4\sum_i(t^2)_{ia,ib}
=4\sum_{ijc}t_{ia,jc}t_{ib,jc}.$$

$D$ is a sum of matrices of the form $XX^T$, so its eigenvalues $n_a$ are non-negative. Its eigenvectors are the natural orbitals. The $n_a$ are response occupations: they do not come from an antisymmetric wavefunction, and nothing in the formula caps them at two. A threshold calibrated for another density need not mean the same thing here.

## What the truncation does

Let $P$ project on orbitals with $n_a\ge\tau$, and let $Q=1-P$. Use the same letters for the projectors on pairs. The steps are:

1. Compute $E_2$ and $D$ with all virtuals, and diagonalize $D$.
2. Diagonalize $PFP$ in the kept space and transform the integrals.
3. Compute $E_{\rm RPA}[P]$ and $E_2[P]$.
4. Form $E_{\rm est}=E_{\rm RPA}[P]+E_2-E_2[P]$.

Step 2 is the recanonicalization. Natural orbitals do not generally diagonalize $F$, while the formula with denominators assumes that they do. Diagonalizing $PFP$ makes this formula equal to the minimum of $J$ over amplitudes confined to $P$. If only the diagonal of $F$ is retained instead, the uncorrected water energy $E_{\rm RPA}[P]$ shifts by $-51$ mHa even with all natural orbitals kept. A smaller $\tau$ cannot remove that shift. $E_2[P]$ is altered as well, by $-91$ mHa, so this number is not the error of $E_{\rm est}$, which is about $+40$ mHa in this case.

## What is guaranteed

Define two losses and the final error:

$$L_2=E_2[P]-E_2,\quad L_{\rm RPA}=E_{\rm RPA}[P]-E_{\rm RPA},$$
$$e=E_{\rm est}-E_{\rm RPA}=L_{\rm RPA}-L_2.$$

Confining $t$ to $P$ cannot lower the minimum of $J$, so $L_2\ge0$. For RPA, use the variational principle for the bosons. Take the ground state of the $P$ modes times the vacuum of the $Q$ modes. Every term of $H$ containing a $Q$ operator has a $Q$ annihilator that can act on the right or a $Q$ creator that can act on the left, so its expectation value is zero. What remains is $E_{\rm RPA}[P]$, and hence $L_{\rm RPA}\ge0$. This holds even when $F$ couples $P$ to $Q$. Consequently

$$-L_2\le e\le L_{\rm RPA}.$$

The lower limit can be tied to $\tau$. Use $PtP$, cut from the full amplitude, as a trial amplitude in the kept space. With $\delta=PtP-t$, equation (1) gives

$$L_2\le4\,\mathrm{Tr}(\delta h\delta)\le4d_{\max}\|\delta\|^2,$$

where $\|\delta\|^2=\mathrm{Tr}(\delta^T\delta)$. Since $t-PtP=Qt+PtQ$ and the two parts are orthogonal,

$$\|\delta\|^2=\|Qt\|^2+\|PtQ\|^2\le2\|Qt\|^2.$$

The discarded occupation is $N_Q=\sum_{a\in Q}n_a=4\mathrm{Tr}(Qt^2)=4\|Qt\|^2$. Therefore

$$L_2\le2d_{\max}N_Q\equiv\Lambda N_Q\le\Lambda n_{\rm disc}\tau,$$

with $n_{\rm disc}$ the number of discarded orbitals. It follows that $e\ge-\Lambda n_{\rm disc}\tau$. This argument gives no corresponding upper limit on $e$ in terms of $\tau$.

The bound shows why total discarded occupation matters as well as the threshold: many orbitals just below $\tau$ can cost more than a few. It is too loose to serve as an error estimate, for two reasons: the bound on $L_2$ gives ground in three steps (the trial amplitude is not relaxed, every gap is replaced by the largest one, $d_{\max}$, and $\|PtQ\|$ is replaced by $\|Qt\|$), and the step $e\ge-L_2$ ignores $L_{\rm RPA}$, which can cancel most of $L_2$. In the water example at $\tau=10^{-4}$, $\Lambda N_Q$ is about four times $L_2$ but about 90 times $|e|$, so the second reason dominates there.

## How screening sets the remaining error

Second order lacks screening. To see the consequence, factor $K=LL^T$ and define

$$\Pi(\omega)=4L^Th(h^2+\omega^2)^{-1}L.$$

From $\det(1+XY)=\det(1+YX)$,

$$\det(1+\Pi)=\frac{\det(\omega^2+M)}{\det(\omega^2+h^2)}.$$

For positive $u$ and $v$, $\frac1{2\pi}\int_0^\infty\ln\frac{\omega^2+u^2}{\omega^2+v^2}d\omega=\frac12(u-v)$. The logarithm of the determinant thus integrates to $\frac12\mathrm{Tr}(M^{1/2}-h)$. Also, $\int_0^\infty h(h^2+\omega^2)^{-1}d\omega=\pi/2$, so $\frac1{2\pi}\int_0^\infty\mathrm{Tr}\,\Pi\,d\omega=\mathrm{Tr}K$. Combining these results,

$$E_{\rm RPA}=\frac1{2\pi}\int_0^\infty\mathrm{Tr}[\ln(1+\Pi)-\Pi]\,d\omega.$$

Since $\Pi$ is linear in $K$, the quadratic term of the logarithm gives

$$E_2=-\frac1{4\pi}\int_0^\infty\mathrm{Tr}\,\Pi^2\,d\omega.$$

First suppose that $F$ does not couple $P$ and $Q$, as when canonical virtuals are dropped. Then $\Pi=\Pi_P+Y$, where $Y$ is the discarded contribution and has no negative eigenvalue. Let $\Pi_s=\Pi_P+sY$ for $0\le s\le1$. The part of the energy beyond second order involves $g(x)=\ln(1+x)-x+x^2/2$, whose derivative is

$$g'(x)=\frac1{1+x}-1+x=\frac{x^2}{1+x}.$$

The error $e$ is this remainder in $P$ minus the remainder in the full space. Integrating along $s$,

$$-e=\frac1{2\pi}\int_0^\infty d\omega\int_0^1ds\,\mathrm{Tr}\!\left[\frac{\Pi_s^2}{1+\Pi_s}Y\right],$$
$$L_2=\frac1{2\pi}\int_0^\infty d\omega\int_0^1ds\,\mathrm{Tr}[\Pi_sY].$$

The first integrand has an extra factor $x/(1+x)$ for each eigenvalue $x$ of $\Pi_s$. No such $x$ exceeds the largest eigenvalue $x_{\max}$ of $\Pi(0)$, because $d/(d^2+\omega^2)$ decreases with $\omega$. With $\epsilon_{\max}=1+x_{\max}$, the largest eigenvalue of the static symmetrized dielectric matrix,

$$-\left(1-\frac1{\epsilon_{\max}}\right)L_2\le e\le0. \qquad (2)$$

In this uncoupled case the correction overshoots downward, by at most a screening fraction of itself.

A single discarded pair of gap $d$ that interacts with nothing else makes the fraction explicit. Put $x=4K/d$ and $s=\sqrt{1+x}$. Then $L_2=K^2/d=d(s^2-1)^2/16$, while

$$L_{\rm RPA}=\frac d2\left(1+\frac x2-s\right)=\frac d4(s-1)^2.$$

Their ratio gives

$$\frac{-e}{L_2}=1-\frac{4}{(1+s)^2}.$$

For weak coupling this tends to $x/2$, so the correction exceeds the loss only slightly, since $L_2/L_{\rm RPA}=(1+s)^2/4\approx1+x/2$. For strong coupling it tends to 1: the error is then nearly as large as the correction, and much larger than $L_{\rm RPA}$. For such an isolated pair with $(1+s)^2>8$, that is $x>8-4\sqrt2\approx2.34$, the second-order correction does more harm than leaving the pair uncorrected, which argues for keeping such excitations in the kept space.

## When the discarded orbitals are coupled

Natural-orbital truncation generally leaves a Fock coupling between $P$ and $Q$. The proof of (2) then breaks down. At large $\omega$, for example, $h(h^2+\omega^2)^{-1}$ approaches $h/\omega^2$, and $h-PhP$ can have a negative eigenvalue when the blocks couple. The change in $\Pi$ need not be positive.

Inequality (2) can in fact fail. In 3000 random models with one occupied orbital, three virtuals and a randomly oriented two-orbital kept space, the error was positive in 8 and fell below the lower limit of (2) in 148. These kept spaces were not chosen from natural occupations, so the counts say nothing about failure rates in molecules. In the water scan, neither violation occurred at any of the 54 sizes from no virtuals to all 53. The overshoot seen there is an observation for this molecule, not a guarantee: in small random models whose kept space is chosen from the natural occupations, the error was positive in about a fifth of 1000 cuts.

## An error estimate beyond second order

The first omitted order gives a more useful magnitude. The first-order boson state is $\sum_{pq}t_{pq}b_p^\dagger b_q^\dagger|0\rangle$. Annihilating boson $q$ leaves $2\sum_rt_{qr}b_r^\dagger|0\rangle$, so $\langle b_p^\dagger b_q\rangle=4(t^2)_{pq}$. The pairing terms change the boson number by two and have no expectation value in this state. The term $2K_{pq}b_p^\dagger b_q$ therefore supplies the whole third-order energy:

$$E_3=8\,\mathrm{Tr}(Kt^2),\qquad e\approx E_3[P]-E_3.$$

Since $\mathrm{Tr}(Kt^2)=\|tL\|^2$, this can be evaluated from stored second-order amplitudes without solving full-space RPA. When $F$ does not couple $P$ and $Q$, it is also a bound: $E_3-E_3[P]$ is the integral for $-e$ with $\Pi_s^2$ in place of $\Pi_s^2/(1+\Pi_s)$, so $E_3[P]-E_3\le e\le0$. With coupling, as for natural orbitals, this argument fails, and the third-order difference is only an estimate whose accuracy is not assured.

## Reading the water calculation

The example uses PBE orbitals and cc-pVTZ, with O–H distances of 1.81 bohr, an angle of $104.5^\circ$ and oxygen 1s frozen. There are four correlated occupied orbitals. Full direct RPA gives $-0.4032$ Ha, whereas direct second order gives $-0.5855$ Ha. Neither is converged in the basis: cc-pVQZ gives $-0.4410$ and $-0.6322$ Ha, lower by 38 and 47 mHa. Second order is thus a poor substitute for the total, though it can still describe a small discarded part. Losses and errors below are in mHa.

| $\tau$ | kept | $L_2$ | $L_{\rm RPA}$ | $e$ |
|---|---:|---:|---:|---:|
| $10^{-2}$ | 9 | 145.48 | 126.95 | $-18.53$ |
| $10^{-3}$ | 21 | 52.47 | 47.68 | $-4.79$ |
| $3\times10^{-4}$ | 31 | 15.45 | 14.46 | $-0.99$ |
| $10^{-4}$ | 42 | 3.152 | 3.014 | $-0.139$ |
| $3\times10^{-5}$ | 51 | 0.265 | 0.256 | $-0.009$ |

At $\tau=10^{-4}$,

$$e=3.0135-3.1524=-0.1389\ \text{mHa},$$

or $-0.36$ kJ/mol. This is about 0.03% of the full RPA correlation energy. The correction reduces the magnitude of the error from 3.01 to 0.14 mHa, a factor of about 22. The third-order estimate is $-0.189$ mHa: the right sign, and about 1.4 times too large.

The occupation bound at this threshold is $25.885\times4.819\times10^{-4}=0.01247$ Ha, or 12.5 mHa. The actual $L_2$ is about a quarter of it.

From $\tau=10^{-2}$ to $3\times10^{-5}$, the ratio $-e/L_2$ falls from 0.127 to 0.035. The calculation does not establish the cause of this trend. A power-law fit to the six truncating thresholds gives $|e|\propto\tau^{1.32}$, or $N_Q^{1.11}$. These exponents summarize this calculation and are not general laws; in cc-pVQZ the same six thresholds give $|e|\propto\tau^{0.92}$.

Orbital choice matters greatly here. Keeping the 42 lowest canonical virtuals instead leaves a corrected error of $-11.3$ mHa, about 80 times that of the natural orbitals.

## Does truncation save time?

That depends on the RPA algorithm. Let $o$, $v$ and $N_{\rm aux}$ be the numbers of occupied, virtual and density-fitting functions. Dense diagonalization of $M$ costs of order $(ov)^3$. Keeping 42 of 53 virtuals reduces that step to $(42/53)^3\approx0.50$ of its full cost; keeping 31 reduces it to 0.20. If the kept fraction stays constant as the system grows, the prefactor falls but the scaling exponent does not.

The full-space preparation must be counted too. Pair amplitudes from fitted integrals cost of order $o^2v^2N_{\rm aux}$, and contracting them to $D$ costs $o^2v^3$. A frequency integral avoids the amplitudes. Write $f(x)=x/(x^2+\omega^2)$ as the average of $1/(x+i\omega)$ and $1/(x-i\omega)$. A small change $\delta F$ changes the inverse of $h+i\omega$ by $-(h+i\omega)^{-1}\delta h(h+i\omega)^{-1}$. In the canonical basis the change of $f(h)$ is therefore $\delta F_{ab}$ times

$$f_{ab}^{(i)}=\frac{\omega^2-x_ax_b}{(x_a^2+\omega^2)(x_b^2+\omega^2)},\qquad x_a=\varepsilon_a-\varepsilon_i.$$

Since $\delta E_2=-\frac1{2\pi}\int_0^\infty\mathrm{Tr}(\Pi\,\delta\Pi)d\omega$, and $\delta\Pi$ carries a factor 4,

$$D_{ab}=-\frac2\pi\int_0^\infty d\omega\sum_i f_{ab}^{(i)}(L_i\Pi L_i^T)_{ab},$$

where $L_i$ contains the rows of $L$ for occupied orbital $i$. Per frequency, the work is of order $ovN_{\rm aux}^2+ov^2N_{\rm aux}$, which is quartic in system size.

This route has a decisive consequence. Once the full-space $\Pi$ is available for $E_2$ and $D$, the full RPA energy needs one further determinant per frequency, of order $N_{\rm aux}^3$. Truncation then saves nothing for a single RPA energy. It can pay when the kept-space step is much dearer than second order, as with dense diagonalization or repeated ring-amplitude iterations.

## Setting the threshold

For a total-energy error near 0.1 mHa, the cc-pVTZ water results support $\tau=10^{-4}$ as a starting value; for about 1 mHa, $3\times10^{-4}$. These values depend on the basis: in cc-pVQZ the same thresholds leave $-0.48$ and $-2.2$ mHa, and an error near 0.1 mHa needs $\tau=3\times10^{-5}$. Another molecule, basis or reference needs its own check. Repeat a representative calculation with $\tau$ reduced about threefold, and compare the corrected energies. The change measures the error only if the error at the smaller $\tau$ is much smaller. For water, going from $10^{-4}$ to $3\times10^{-5}$ changes the energy by 0.130 mHa against an error of 0.139 mHa, but going from $10^{-2}$ to $3\times10^{-3}$ changes it by only 4.7 mHa against an error of 18.5 mHa. In the first case the smaller threshold already keeps 51 of 53 orbitals; in cc-pVQZ the same step changes the energy by 0.37 mHa against an error of 0.48 mHa. If no occupation lies between the two thresholds, the change is zero and shows nothing. Inspect $L_2$ as well: a large correction means that much of the answer rests on unscreened second order.

A common occupation threshold is size-consistent. For fragments so far apart that they do not interact, $K$, $t$ and $D$ separate into fragment blocks. The threshold then selects the same orbitals in the combined system as in the separate fragments, and the errors add. This argument does not cover reactions that form or break bonds, because the bonded molecule has its own occupations and the errors of reactants and products need not cancel. Nor does it cover isomers or other structures with the same number of virtuals: there one occupation on either side of $\tau$ can unbalance the two errors, so a common threshold need not beat a common number of orbitals. A reaction energy needs its own convergence check in $\tau$.

Along a geometry scan, an occupation may cross $\tau$. The kept space then changes abruptly, and the corrected energy can jump. If a smooth curve matters, fix the number of kept orbitals along the scan and check that no occupations cross at the cut. The numerical output below gives the remaining thresholds and the full canonical comparison.

## Values computed for the example and the checks

```
O-H bond 1.81 bohr, angle 104.5 degrees
Correlated occupied 4, virtual 53, frozen core 1
Smallest gap 0.2578 Ha, largest 12.943 Ha
Full direct RPA correlation energy -0.403161 Ha
Full direct second-order energy    -0.585545 Ha
Full third-order ring energy       0.358968 Ha
Sum of virtual occupations 0.45890
Largest occupation 1.149e-01, smallest 1.481e-05
eps_max 3.2174, 1-1/eps_max 0.6892
Lambda = 2*max gap 25.885 Ha
Fock diagonal only, all orbitals: RPA shift -51.190 mHa
Natural orbitals; energies in mHa; N_Q = discarded occupation
tau      kept  N_Q        loss2     lossRPA   error e   e third order
1e-02     9  3.491e-02  145.4828  126.9482  -18.5346  -24.3613
3e-03    12  2.460e-02  117.1947  103.3582  -13.8365  -18.3211
1e-03    21  8.664e-03   52.4674   47.6791   -4.7884   -6.1737
3e-04    31  2.538e-03   15.4489   14.4579   -0.9909   -1.3936
1e-04    42  4.819e-04    3.1524    3.0135   -0.1389   -0.1887
3e-05    51  3.270e-05    0.2650    0.2558   -0.0092   -0.0126
1e-05    53  0.000e+00    0.0000    0.0000    0.0000   -0.0000
Same number of lowest canonical virtuals; energies in mHa
kept  loss2     lossRPA   error e
   9  371.9036  270.0259  -101.8778
  12  322.0385  239.7598  -82.2787
  21  180.5354  140.0047  -40.5307
  31  133.3667  105.9236  -27.4432
  42   68.0388   56.7102  -11.3286
  51    8.9615    7.3435   -1.6180
  53    0.0000   -0.0000   -0.0000
Ratios for natural orbitals (dimensionless)
tau      -e/loss2  loss2/(Lambda N_Q)  (kept/all)^3
1e-02    0.1274    0.1610    0.0049
3e-03    0.1181    0.1841    0.0116
1e-03    0.0913    0.2340    0.0622
3e-04    0.0641    0.2352    0.2001
1e-04    0.0441    0.2527    0.4976
3e-05    0.0346    0.3130    0.8910
Fitted exponent of |e| against tau 1.32, against N_Q 1.11
Natural scan, 54 sizes: e > 0 in 0, below screened bound in 0
Random coupled models 3000: e > 0 in 8, below screened bound in 148
Estimate at tau 1e-4: -0.403300 Ha
Its error -0.1389 mHa = -0.3646 kJ/mol
```
